# Two-Photon Absorption of Photon Pairs: From Linear to Quadratic in Flux

## What goes wrong without the crossover law

Suppose a resist is exposed with photon pairs and its excitation rate is found to be proportional to the photon flux. Extending that straight line to writing powers gives the wrong exposure time, because the law bends into a square law. A second error lies close by. If the flux is lowered with a grey filter instead of at the source, the rate falls as the square of the transmission even when every pair is isolated. Someone who takes linearity as the sign of pair absorption would then conclude that no pairs were at work.

Both errors disappear once the rate is written with its linear and quadratic parts and with the loss kept explicit. For one spatial mode and one polarization the result is

$$R=\frac{\delta}{2A^2}\left[S\eta B\,\phi+(S+2\kappa)\phi^2\right]. \qquad (1)$$

Here $R$ is the excitation rate per molecule, $\phi$ the photon flux at the resist in photons per second, $A$ the focal area, $\eta$ the transmission of each photon from source to resist, and $B$ the width of the pair spectrum in Hz. The factor $S\le1$ describes dispersion and $\kappa\le1$ the finite width of the final state. The two-photon cross-section $\delta$ is defined by $R=\tfrac12\delta(\phi/A)^2$ for steady coherent light tuned to the two-photon resonance. The factor $\tfrac12$ is a convention: two photons are removed per excitation.

## The molecule as a detector of $E^2$

Let $E(t)$ be the field operator in the frame rotating at the central frequency $\omega_0$, normalized so that $\langle E^\dagger E\rangle=\phi$. The molecule has a ground state $g$, intermediate states $j$ and a final state $f$ at $2\omega_0$. With couplings $g_j$ and $h_j$ and detunings $\Delta_j=\omega_j-\omega_0$, the amplitudes obey

$$\dot c_j=-i\Delta_jc_j-ig_jE\,c_g,\qquad \dot c_f=-i\sum_jh_jE\,c_j .$$

If $|\Delta_j|$ greatly exceeds the light's bandwidth, $c_j$ follows the field: $c_j\simeq-(g_j/\Delta_j)E\,c_g$. Substitution gives

$$\dot c_f=-i\zeta E^2c_g,\qquad \zeta=-\sum_j\frac{h_jg_j}{\Delta_j}.$$

The molecule thus responds to $E^2$. Let the coherence between $g$ and $f$ decay at rate $\gamma$, and let the excitation be weak, so that $c_g\simeq1$. The coherence at time $t$ is the sum of earlier drives, each reduced by $e^{-\gamma s}$, and the final population grows at the rate

$$R=|\zeta|^2\int_0^\infty ds\,e^{-\gamma s}\left[\langle E^{\dagger2}(t)E^2(t-s)\rangle+\text{c.c.}\right].$$

For stationary light the correlation depends on the time difference alone. The first term covers positive differences and its conjugate negative ones:

$$R=|\zeta|^2\int_{-\infty}^{\infty}d\tau\,e^{-\gamma|\tau|}\langle E^{\dagger2}(t+\tau)E^2(t)\rangle .$$

Resonant coherent light has $\langle E^{\dagger2}E^2\rangle=\phi^2$, and the integral of $e^{-\gamma|\tau|}$ is $2/\gamma$. Equating $2|\zeta|^2\phi^2/\gamma$ with $\delta\phi^2/(2A^2)$ gives $|\zeta|^2=\delta\gamma/(4A^2)$, so

$$R=\frac{\delta}{2A^2}\int_{-\infty}^{\infty}d\tau\,\frac{\gamma}{2}e^{-\gamma|\tau|}\langle E^{\dagger2}(t+\tau)E^2(t)\rangle. \qquad (2)$$

If the drive $E^2$ is off resonance by $\Omega$, the correlation carries a factor $e^{i\Omega\tau}$, and the integral gives the Lorentzian $\gamma^2/(\gamma^2+\Omega^2)$. Hence $\gamma$ is the half width of the final-state line.

## The light from the source

A monochromatic pump at $2\omega_0$ creates photons in pairs at $\omega_0+\nu$ and $\omega_0-\nu$. The output operators are

$$b(\nu)=\cosh r\,a(\nu)+\sinh r\,a^\dagger(-\nu),\qquad |\nu|<\pi B,$$

where the $a(\nu)$ act on the vacuum and $[a(\nu),a^\dagger(\nu')]=\delta(\nu-\nu')$. The gain $r$ is taken as constant in the band. Two averages follow:

$$\langle b^\dagger(\nu)b(\nu')\rangle=n_0\,\delta(\nu-\nu'),\qquad n_0=\sinh^2r,$$

$$\langle b(\nu)b(\nu')\rangle=m_0\,\delta(\nu+\nu'),\qquad m_0=\sinh r\cosh r .$$

Since $\cosh^2r=1+\sinh^2r$,

$$m_0^2=n_0(n_0+1)=n_0+n_0^2. \qquad (3)$$

The number $n_0$ is the mean photon number per mode. When $n_0\ll1$ the pairs are isolated, and the pair correlation $m_0^2$ is proportional to $n_0$ rather than to $n_0^2$. The linear law comes from the "1" in $n_0+1$, which is spontaneous pair creation. The term $n_0^2$ is its stimulated counterpart.

**Loss.** A photon that survives with probability $\eta$ is described by $b\to\sqrt\eta\,b+\sqrt{1-\eta}\,v$, with $v$ a vacuum operator. Both averages contain two factors of $b$, so $n=\eta n_0$ and $m=\eta m_0$. With (3),

$$m^2=\eta^2n_0+\eta^2n_0^2=\eta n+n^2. \qquad (4)$$

The remaining $\eta$ in the first term is the probability that the partner of an arriving photon has also survived.

**Flux.** With $E(t)=\int d\nu\,b(\nu)e^{-i\nu t}/\sqrt{2\pi}$, the flux is $\phi=\int n\,d\nu/2\pi=nB$, because the band has angular width $2\pi B$.

## Separating correlated and accidental events

After loss the field has the form $E=P+Q^\dagger$, where $P$ and $Q$ are linear in operators that annihilate the vacuum. Therefore $E|0\rangle=Q^\dagger|0\rangle$. Acting once more,

$$E^2|0\rangle=(P+Q^\dagger)Q^\dagger|0\rangle=\left([P,Q^\dagger]+Q^{\dagger2}\right)|0\rangle .$$

The commutator is a number, and the vacuum average of this line identifies it as $M=\langle E^2\rangle$. Now take the inner product of two such states at times $t_1$ and $t_2$. The cross terms vanish because they connect the vacuum with a two-quantum state:

$$\langle E^{\dagger2}(t_1)E^2(t_2)\rangle=M^*(t_1)M(t_2)+\langle0|Q_1^2Q_2^{\dagger2}|0\rangle .$$

In the last average there are two ways to match the two $Q_1$ with the two $Q_2^\dagger$, each giving $[Q_1,Q_2^\dagger]^2$. The same commutator is the first-order correlation $G_1=\langle E^\dagger(t_1)E(t_2)\rangle=\langle0|Q_1Q_2^\dagger|0\rangle$. Hence

$$\langle E^{\dagger2}(t_1)E^2(t_2)\rangle=M^*(t_1)M(t_2)+2G_1(t_1,t_2)^2. \qquad (5)$$

The first term is called correlated: it needs a phase relation between partners. The second is called accidental: it depends on the spectrum and flux alone and would be the same for chaotic light with that spectrum. Its factor 2 is the direct plus the exchanged matching, which is the bunching of chaotic light.

## The correlated part and dispersion

Optics between source and resist give each photon a phase. A term linear in $\nu$, a plain delay, cancels between $\nu$ and $-\nu$. Group-delay dispersion $D_2$ gives each photon $\tfrac12D_2\nu^2$, hence $D_2\nu^2$ for the pair. Partners contribute to $M$ with $e^{-i(\nu-\nu)t}=1$, so $M$ is constant in time:

$$M=m\int_{-\pi B}^{\pi B}\frac{d\nu}{2\pi}e^{iD_2\nu^2}=mB\int_0^1dx\,e^{i\theta x^2},\qquad \theta=D_2(\pi B)^2,$$

with $\nu=\pi Bx$ and the evenness of the integrand. Define

$$S=\left|\int_0^1dx\,e^{i\theta x^2}\right|^2 .$$

Using (4) and $\phi=nB$,

$$|M|^2=SB^2(\eta n+n^2)=S(\eta B\phi+\phi^2). \qquad (6)$$

Because $M$ is constant, the integral in (2) leaves this part unchanged: every correlated pair has the pump's sum frequency and sits on the line centre, however broad the single-photon spectrum.

The linear term has a direct reading. Photons arrive at rate $\phi$; each has its partner with probability $\eta$; the partner is concentrated within a time of order $1/B$, so its probability per unit time near the first photon is of order $B$. The product of $\phi$, $\eta$ and $B$ is the linear term $\eta B\phi$. Dispersion spreads partners apart in time. For small $\theta$, $S\simeq1-\theta^2(\tfrac15-\tfrac19)=1-\tfrac{4}{45}\theta^2$, since the loss of overlap is the variance of the phase $\theta x^2$. For large $\theta$, $S$ tends to $\pi/(4\theta)$.

## The accidental part and the final-state width

Here the two photons come from independent frequencies $\nu$ and $\nu'$. Writing $G_1^2$ as a double integral over them and doing the time integral in (2) first gives a Lorentzian in $\Omega=\nu+\nu'$. The sum of two uniformly distributed frequencies has the triangular density $(1-|\Omega|/W)/W$ with $W=2\pi B$. The accidental part is therefore $2\kappa\phi^2$, where

$$\kappa=\frac2W\int_0^Wd\Omega\left(1-\frac{\Omega}{W}\right)\frac{\gamma^2}{\gamma^2+\Omega^2}.$$

The two elementary integrals are $\gamma\arctan(W/\gamma)$ and $\tfrac12\gamma^2\ln(1+W^2/\gamma^2)$, so

$$\kappa=\frac{2\gamma}{W}\arctan\frac W\gamma-\frac{\gamma^2}{W^2}\ln\left(1+\frac{W^2}{\gamma^2}\right). \qquad (7)$$

For a broad line, $\gamma\gg W$, $\kappa\to1$. For a narrow line, $\kappa\to\pi\gamma/W=\gamma/(2B)$: most accidental pairs miss the resonance. Adding $2\kappa\phi^2$ to (6) gives (1).

## Where the law bends

The linear and quadratic terms of (1) are equal at

$$\phi_c=\frac{S\eta B}{S+2\kappa}. \qquad (8)$$

In terms of $\phi_c$ the rate is proportional to $\phi_c\phi+\phi^2$, and its local exponent is

$$\frac{d\ln R}{d\ln\phi}=\frac{\phi_c+2\phi}{\phi_c+\phi}=1+\frac{\phi}{\phi+\phi_c}. \qquad (9)$$

It rises from 1 through $\tfrac32$ at $\phi_c$ to 2. Here $\phi$ is varied through the pair rate of the source, with $\eta$ held fixed.

This is not quite the point at which accidentals outnumber correlated events. Their ratio is

$$\frac{\text{accidental}}{\text{correlated}}=\frac{2\kappa\phi}{S(\eta B+\phi)}, \qquad (10)$$

which reaches 1 when $2\kappa\phi=S\eta B+S\phi$, that is at

$$\phi_{acc}=\frac{S\eta B}{2\kappa-S}. \qquad (11)$$

This exceeds $\phi_c$, because stimulated pairs add to the correlated side. If $2\kappa\le S$, the ratio (10) stays below 1 at every flux, yet the exponent still goes to 2. Stimulated pairs then supply the share $S/(S+2\kappa)$ of the quadratic term, which is at least one half. The statement that accidentals cause the crossover thus holds only roughly. For $2\kappa>S$, (8) and (11) give $\phi_{acc}/\phi_c=(S+2\kappa)/(2\kappa-S)$. This is 3 for $S=\kappa=1$, approaches 1 only when $S\ll2\kappa$, and grows without bound as $2\kappa$ falls toward $S$.

**Attenuation.** Let the source emit a fixed flux $\phi_s$, so that $\phi=\eta\phi_s$. Then (1) becomes

$$R=\frac{\delta\eta^2}{2A^2}\left[SB\phi_s+(S+2\kappa)\phi_s^2\right].$$

The rate is proportional to $\eta^2$ at any source strength, since both photons must survive. Linearity in flux belongs to the variation of the pair rate, not to the variation of transmission.

## A direct-writing example

Take 800 nm pairs with 50 nm bandwidth, $\delta=100$ GM $=10^{-48}$ cm$^4$ s, $A=0.20$ µm$^2=2\times10^{-9}$ cm$^2$, $\eta=0.5$, a residual dispersion of 100 fs$^2$ and a final-state half width of 0.20 eV. The bandwidth is $B=2.342\times10^{13}$ Hz, the dispersion phase $\theta=0.541$, and the two factors are $S=0.974$ and $\kappa=0.964$. Then

$$S\eta B=0.974\times0.5\times2.342\times10^{13}=1.141\times10^{13}\ \text{s}^{-1},$$

$$\phi_c=\frac{1.141\times10^{13}}{0.974+1.928}=3.93\times10^{12}\ \text{s}^{-1},$$

or 0.98 µW. The source then has 0.34 photons per mode, so the pairs have just ceased to be isolated. Accidentals equal correlated events at 2.97 µW, three times higher.

At $\phi_c$ both terms of (1) are equal, and

$$R=\frac{\delta}{A^2}S\eta B\phi_c=2.5\times10^{-31}\times1.141\times10^{13}\times3.93\times10^{12}=1.12\times10^{-5}\ \text{s}^{-1}.$$

Exciting 1% of the initiators takes $-\ln(0.99)/R=897$ s. Three fluxes show the course of the law:

| $\phi/\phi_c$ | Power (µW) | Exponent | Accid./corr. | Time for 1% (s) |
|---|---|---|---|---|
| 0.01 | 0.0098 | 1.01 | 0.007 | $1.8\times10^5$ |
| 1 | 0.98 | 1.50 | 0.50 | 897 |
| 100 | 98 | 1.99 | 1.92 | 0.18 |

A direct sum over 1000 modes tests the two parts of the law separately at these fluxes, for dispersions of 0, 100 and 1500 fs$^2$ and half widths of 0.20 and 0.01 eV. Each part agrees with its formula within one part in $10^4$.

With the other parameters fixed, accidentals cease to dominate at any flux once the half width is below 24 meV. This value belongs to the Lorentzian line of (2). Broad initiator bands are largely vibronic or inhomogeneous, and a Gaussian line shape would put the threshold at a half width of 27 meV. At half that width and a flux of $10^4B$, they amount to 0.61 of the correlated events, while the exponent is 2.00.

## Comparison with laser light

At 0.01 $\phi_c$ the pairs excite the molecule 293 times faster than steady coherent light of equal flux; at $\phi_c$ the factor is 5.8, and at 100 $\phi_c$ it is 2.9. The advantage is thus greatest where the absolute rate is least.

A pulsed laser is a stronger competitor than steady light. For Gaussian pulses of full width $\tau_p$ at half maximum and repetition rate $f$, the flux is $\phi_pe^{-4\ln2\,t^2/\tau_p^2}$. Its integral over one pulse is $\phi_p\tau_p\sqrt{\pi/(4\ln2)}$, and that of its square is $\phi_p^2\tau_p\sqrt{\pi/(8\ln2)}$. The gain over steady light of equal mean flux is

$$g=\frac{f\int\phi^2dt}{(f\int\phi\,dt)^2}=\sqrt{\frac{2\ln2}{\pi}}\,\frac{1}{f\tau_p}. \qquad (12)$$

This assumes a pulse spectrum well inside the final-state line. For 100 fs and 80 MHz, $g=8.3\times10^4$. At $\phi_c$ the pulsed laser is therefore $8.3\times10^4/5.81=1.4\times10^4$ times faster than the pairs.

The two rates are equal when $S\eta B\phi+(S+2\kappa)\phi^2=g\phi^2$, which gives $\phi=S\eta B/(g-S-2\kappa)=1.37\times10^8$ s$^{-1}$, or 1.7 photons per laser pulse. Below this flux the pairs win, but the rate there is about $2\times10^{-10}$ s$^{-1}$, and exciting 1% of the initiators would take some $5\times10^7$ s, more than a year.

## Other processes that are linear in flux

In the isolated-pair limit (1) can be written $R=\sigma_e\phi/A$, with

$$\sigma_e=\frac{\delta S\eta B}{2A}=2.9\times10^{-27}\ \text{cm}^2. \qquad (13)$$

This is so small that weak one-photon absorption can imitate it. Assume an absorption edge at 2.70 eV with cross-section $10^{-17}$ cm$^2$, and an exponential (Urbach) tail of energy 50 meV below it. A 1.55 eV photon lies 1.15 eV below the edge, and the tail gives $10^{-17}e^{-23}\simeq1.0\times10^{-27}$ cm$^2$, or 0.36 of $\sigma_e$ at the centre of the pair band; averaged over the 50 nm band the ratio is 0.42. The estimate is very sensitive: 60 meV instead of 50 meV multiplies it by about 46 and puts it well above $\sigma_e$. If thermal population at 300 K were the sole origin of the tail, the estimate would be $5\times10^{-37}$ cm$^2$, which is negligible.

Leaked pump light at 400 nm is a second impostor. With the same assumed $10^{-17}$ cm$^2$ at the pump wavelength, $2.9\times10^{-10}$ pump photons per pair photon in the focus already match the rate of isolated pairs.

Well below $\phi_c$, varying the source's pair rate does not separate pair absorption from the tail, since both are linear there. Attenuating the pair light does: the tail's contribution falls as $\eta$, that of pairs as $\eta^2$. Leaked pump light is recognized by a filter that blocks the pump and passes the pairs.

## How far the model reaches

The parameters are round values in the regime of two-photon direct writing in photoinitiator resists. A cross-section of 100 GM stands for an efficient initiator; for a weaker one the rate falls in proportion to $\delta$, while $\phi_c$ does not change. Practical writing dwells on a spot for milliseconds or less, far below the 897 s found at the crossover. The model also counts excitations, not cured polymer: dissolved oxygen consumes radicals, and during a long exposure fresh oxygen can diffuse in, so the chemical response need not follow the excitation count.

The result depends strongly on the assumption of compensated dispersion. Taking 1500 fs$^2$ as a rough value for an uncompensated microscope objective, $S$ falls from 0.974 to 0.132. The linear term drops by a factor of 7.4, and by (8) the crossover moves from 0.98 to about 0.19 µW, with $\eta$, $B$ and $\kappa$ held fixed. The accidental part is unaffected.

Three other simplifications matter less here. A Gaussian gain profile with the same linear coefficient changes the rate at $\phi_c$ by 1%, with both $S$ and $\kappa$ held fixed. This estimate is meant for compensated dispersion. With strong dispersion $S$ depends markedly on the shape of the spectrum and has to be computed for the actual profile. At the band edge the frequency factor of the field changes the pair amplitude by $5\times10^{-4}$. The intermediate-state denominators combine as $1/(\Delta-\nu)+1/(\Delta+\nu)=2\Delta/(\Delta^2-\nu^2)$; for $\hbar\Delta=1.15$ eV the change at the band edge is $2\times10^{-3}$. Both figures refer to partners at $\nu$ and $-\nu$. For two accidental photons at the same band edge the two effects together change the amplitude by 7 to 8%, with opposite signs at the two edges; averaged over the band, the accidental rate changes by about $2\times10^{-3}$. An intermediate state close to $\omega_0$ would invalidate the response to $E^2$ itself, and (1) with it.

At 100 $\phi_c$ the source would need about 34 photons per mode in continuous operation. That row of the table shows the limit of the law and is not a proposal for a source. The main values of the example are in the numerical output below.

## Computed results

```
wavelength 800 nm, bandwidth 50 nm
photon energy 1.550 eV
two-photon cross-section 100 GM = 1.0e-48 cm^4 s
focal area 0.20 um^2, transmission 0.50
residual dispersion 100 fs^2
final-state half width 0.20 eV = 3.039e+14 rad/s
pair bandwidth B 2.342e+13 Hz
dispersion phase theta 0.541 rad
pair overlap S 0.9742
line overlap kappa 0.9642
crossover flux phi_c 3.931e+12 photons/s
crossover power 0.976 uW
source occupation per mode at phi_c 0.336
flux where accidental = correlated 1.196e+13 photons/s
power where accidental = correlated 2.969 uW
pair cross-section sigma_e 2.852e-27 cm^2
at 0.01 phi_c: power 0.00976 uW, rate 5.662e-08 1/s
  exponent 1.010, accidental/correlated 0.0066
  time to excite 1% of initiators 1.775e+05 s
  rate relative to steady coherent light 293.16
at 1 phi_c: power 0.976 uW, rate 1.121e-05 1/s
  exponent 1.500, accidental/correlated 0.4974
  time to excite 1% of initiators 8.965e+02 s
  rate relative to steady coherent light 5.81
at 100 phi_c: power 97.6 uW, rate 5.662e-02 1/s
  exponent 1.990, accidental/correlated 1.9221
  time to excite 1% of initiators 1.775e-01 s
  rate relative to steady coherent light 2.93
exponent under attenuation, isolated pairs 2.000
half width below which accidentals never dominate 24.3 meV
at half that width, high flux: accidental/correlated 0.610, exponent 2.000
laser pulses: 100 fs FWHM at 80 MHz
pulse gain over steady coherent light 8.304e+04
pulsed laser / pairs at phi_c 1.430e+04
flux where pairs equal pulsed laser 1.374e+08 photons/s
photons per laser pulse there 1.718
assumed absorption edge 2.70 eV, Urbach energy 50 meV, 300 K
assumed one-photon cross-section at edge and pump 1.0e-17 cm^2
one-photon Urbach tail 1.02e-27 cm^2, ratio to sigma_e 0.358
one-photon thermal (hot-band) estimate 4.76e-37 cm^2
pump photons per pair-band photon giving equal rate 2.85e-10
S with uncompensated 1500 fs^2: 0.1322
rate ratio, Gaussian/flat gain at phi_c, kappa fixed 1.010
pair-amplitude change at band edge, field factor 4.88e-04
pair-amplitude change at band edge, denominators 1.78e-03
```
